# The half-filled Hubbard dimer: exact and one-shot second-order self-energy: verification in Python

```python
"""Half-filled Hubbard dimer at zero temperature.
H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_i,up n_i,down, with t > 0.
Result under test, for the bonding orbital b = (1+2)/sqrt(2):
    Sigma_b(w) = U/2 + (U^2/4)/(w - 3t),   w measured from U/2,
and for the antibonding orbital the same with w + 3t.
It must equal both the exact self-energy (full diagonalization and Dyson
equation) and the second-order diagram with Hartree-Fock propagators.
A propagator is stored as (energies, residue matrices) in the site basis;
negative energies are electron removal, positive ones electron addition.
"""
import numpy as np

BOND = np.array([1.0, 1.0]) / np.sqrt(2)
ANTI = np.array([1.0, -1.0]) / np.sqrt(2)


def annihilators():
    """Fermion operators for the modes 1up, 2up, 1down, 2down."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for mode in range(4):
        op = np.eye(1)
        for k in range(4):
            factor = sign if k < mode else lower if k == mode else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    return ops


C = annihilators()
NUM = [c.T @ c for c in C]
N_TOTAL = sum(NUM)


def hopping(t):
    return np.array([[0.0, -t], [-t, 0.0]])


def exact_solution(t, U):
    """Grand-canonical ground state at mu = U/2 and exact spin-up G."""
    H = U * (NUM[0] @ NUM[2] + NUM[1] @ NUM[3])
    for i, j in ((0, 1), (2, 3)):
        H = H - t * (C[i].T @ C[j] + C[j].T @ C[i])
    energy, vec = np.linalg.eigh(H - 0.5 * U * N_TOTAL)
    ground = vec[:, 0]
    assert energy[1] - energy[0] > 1e-6
    assert abs(ground @ N_TOTAL @ ground - 2) < 1e-10
    add = np.array([vec.T @ (C[i].T @ ground) for i in range(2)])
    rem = np.array([vec.T @ (C[i] @ ground) for i in range(2)])
    levels, residues = [], []
    for n in range(16):
        for amp, level in ((add[:, n], energy[n] - energy[0]),
                           (rem[:, n], energy[0] - energy[n])):
            if amp @ amp > 1e-20:
                levels.append(level)
                residues.append(np.outer(amp, amp))
    return ground @ H @ ground, ground, (np.array(levels), np.array(residues))


def green(prop, z):
    levels, residues = prop
    return np.einsum('n,nij->ij', 1 / (z - levels), residues)


def exact_sigma(t, U, prop, z):
    return (z + U / 2) * np.eye(2) - hopping(t) - np.linalg.inv(green(prop, z))


def hartree_fock(t, U):
    """Hartree energy and propagator, levels measured from U/2."""
    density = 0.5
    for _ in range(3):
        level, orb = np.linalg.eigh(hopping(t) + U * density * np.eye(2))
        density = orb[0, 0] ** 2
    residues = np.array([np.outer(orb[:, k], orb[:, k]) for k in range(2)])
    return U * density, (level - U / 2, residues)


def second_order(U, prop, y):
    """Second-order diagram at w = i*y by imaginary-time quadrature."""
    levels, residues = prop
    x, weight = np.polynomial.legendre.leggauss(300)
    length = 20 / np.min(np.abs(levels))
    tau = 0.5 * length * (x + 1)
    weight = 0.5 * length * weight
    up, down = levels > 0, levels < 0
    later = -np.einsum('nk,nij->kij', np.exp(-np.outer(levels[up], tau)),
                       residues[up])
    earlier = np.einsum('nk,nij->kij', np.exp(np.outer(levels[down], tau)),
                        residues[down])
    sig_later = -U**2 * later**2 * earlier.transpose(0, 2, 1)
    sig_earlier = -U**2 * earlier**2 * later.transpose(0, 2, 1)
    phase = np.exp(1j * y * tau)
    return (np.einsum('k,kij->ij', weight * phase, sig_later)
            + np.einsum('k,kij->ij', weight * phase.conj(), sig_earlier))


def formula(t, U, z, side):
    """side = +1 for bonding, -1 for antibonding."""
    return U / 2 + U**2 / 4 / (z - side * 3 * t)


# Exact and one-shot self-energies against the closed form
worst_exact = worst_shot = 0.0
for t, U in ((1, 0.5), (1, 4), (0.7, 3), (1, 12), (1, -3), (2, 5)):
    E0, ground, prop = exact_solution(t, U)
    hartree, hf_prop = hartree_fock(t, U)
    assert abs(hartree - U / 2) < 1e-12
    for z in (0.4j, 1.3 + 0.6j, -2.1 + 0.3j, 5j):
        sigma = exact_sigma(t, U, prop, z)
        assert abs(BOND @ sigma @ ANTI) < 1e-9
        for orbital, side in ((BOND, 1), (ANTI, -1)):
            error = abs(orbital @ sigma @ orbital - formula(t, U, z, side))
            worst_exact = max(worst_exact, error)
    for y in (0.4, 1.0, 5.0):
        sigma = hartree * np.eye(2) + second_order(U, hf_prop, y)
        for orbital, side in ((BOND, 1), (ANTI, -1)):
            error = abs(orbital @ sigma @ orbital
                        - formula(t, U, 1j * y, side))
            worst_shot = max(worst_shot, error)
    # Ground energy, determinant weights and poles of the bonding G
    R = np.sqrt(4 * t**2 + U**2 / 4)
    assert abs(E0 - (U / 2 - R)) < 1e-10
    pair_b = 0.5 * (C[2] + C[3]) @ (C[0] + C[1]) @ ground
    pair_a = 0.5 * (C[2] - C[3]) @ (C[0] - C[1]) @ ground
    weight_bb, weight_aa = pair_b @ pair_b, pair_a @ pair_a
    assert abs(weight_bb - 0.5 * (1 + 2 * t / R)) < 1e-10
    assert abs(weight_aa - 0.5 * (1 - 2 * t / R)) < 1e-10
    strength = np.einsum('i,nij,j->n', BOND, prop[1], BOND)
    for branch, pole, w in ((prop[0] < 0, t - R, weight_bb),
                            (prop[0] > 0, t + R, weight_aa)):
        seen = branch & (strength > 1e-12)
        assert np.allclose(prop[0][seen], pole, atol=1e-9)
        assert abs(strength[seen].sum() - w) < 1e-10
assert worst_exact < 1e-8
assert worst_shot < 1e-8


def dressing_error(t, U, y):
    """Same diagram with exact minus Hartree-Fock propagators."""
    prop = exact_solution(t, U)[2]
    hf_prop = hartree_fock(t, U)[1]
    change = second_order(U, prop, y) - second_order(U, hf_prop, y)
    return BOND @ change @ BOND


# The dressed diagram is wrong, with an error that starts at U^4
ratio = abs(dressing_error(1, 0.2, 1.0)) / abs(dressing_error(1, 0.1, 1.0))
assert abs(ratio - 16) < 0.3
assert abs(dressing_error(1, 4, 1.0)) > 0.01

# Worked example
t, U = 1.0, 4.0
E0, ground, prop = exact_solution(t, U)
hartree, hf_prop = hartree_fock(t, U)
strength = np.einsum('i,nij,j->n', BOND, prop[1], BOND)
rem = (prop[0] < 0) & (strength > 1e-12)
add = (prop[0] > 0) & (strength > 1e-12)
gap = prop[0][prop[0] > 0].min() - prop[0][prop[0] < 0].max()
hf_gap = hf_prop[0][1] - hf_prop[0][0]
sigma_zero = BOND @ exact_sigma(t, U, prop, 0.0) @ BOND
corr_exact = BOND @ exact_sigma(t, U, prop, 1j * t) @ BOND - U / 2
corr_shot = BOND @ second_order(U, hf_prop, t) @ BOND
corr_dressed = BOND @ second_order(U, prop, t) @ BOND


def show(label, value, unit="t"):
    print(f"{label}: {value:.4f} {unit}".rstrip())


print("Energies in units of t; w is measured from U/2")
show("hopping t", t)
show("interaction U", U)
show("R = sqrt(4t^2 + U^2/4)", np.sqrt(4 * t**2 + U**2 / 4))
show("ground energy E0 (diagonalization)", E0)
show("Hartree term", hartree)
show("Hartree-Fock bonding level, w", hf_prop[0][0])
show("Hartree-Fock antibonding level, w", hf_prop[0][1])
show("bonding removal pole, w", prop[0][rem].mean())
show("bonding removal weight", strength[rem].sum(), "(no unit)")
show("bonding addition pole, w", prop[0][add].mean())
show("bonding addition weight", strength[add].sum(), "(no unit)")
show("exact gap", gap)
show("Hartree-Fock gap", hf_gap)
show("pole of Sigma_b, w = 3t", 3 * t)
show("strength of that pole, U^2/4", U**2 / 4, "t^2")
show("exact Sigma_b at w = 0", sigma_zero)
print("Correlation part Sigma_b - U/2 at w = i t:")
show("  exact", corr_exact)
show("  one-shot second order", corr_shot)
show("  second order with exact G", corr_dressed)
show("  size of dressing error", abs(corr_dressed - corr_shot))
show("dressing error ratio, U = 0.2t over U = 0.1t", ratio, "(no unit)")
print(f"largest error, exact against formula: {worst_exact:.0e} (units of input)")
print(f"largest error, one-shot against formula: {worst_shot:.0e} (units of input)")
print("tests ok")
```

It prints:

```
Energies in units of t; w is measured from U/2
hopping t: 1.0000 t
interaction U: 4.0000 t
R = sqrt(4t^2 + U^2/4): 2.8284 t
ground energy E0 (diagonalization): -0.8284 t
Hartree term: 2.0000 t
Hartree-Fock bonding level, w: -1.0000 t
Hartree-Fock antibonding level, w: 1.0000 t
bonding removal pole, w: -1.8284 t
bonding removal weight: 0.8536 (no unit)
bonding addition pole, w: 3.8284 t
bonding addition weight: 0.1464 (no unit)
exact gap: 3.6569 t
Hartree-Fock gap: 2.0000 t
pole of Sigma_b, w = 3t: 3.0000 t
strength of that pole, U^2/4: 4.0000 t^2
exact Sigma_b at w = 0: 0.6667 t
Correlation part Sigma_b - U/2 at w = i t:
  exact: -1.2000-0.4000j t
  one-shot second order: -1.2000-0.4000j t
  second order with exact G: -0.2927-0.1050j t
  size of dressing error: 0.9541 t
dressing error ratio, U = 0.2t over U = 0.1t: 15.9538 (no unit)
largest error, exact against formula: 5e-14 (units of input)
largest error, one-shot against formula: 3e-12 (units of input)
tests ok
```
